**Hysteresis limit of a uniform ferroelectric–oxide stack**

The program tests the limit \(t_{\max}=(d/\kappa)\,[1/(\varepsilon_0|\alpha|)-1]\), where \(t\) is the ferroelectric thickness, \(d\) and \(\kappa\) are the oxide thickness and relative permittivity, and \(\alpha<0\) is the linear coefficient in \(E=\alpha P+\beta P^3\) with \(\beta>0\). It follows the polarization through upward and downward voltage sweeps, finds the onset of hysteresis by bisection, and asserts agreement with the formula to one part in \(10^5\). For \(\alpha=-10^9\) m/F and 1 nm of silicon dioxide, both give 28.70 nm; setting the plate charge equal to \(P\) gives 28.96 nm. Further assertions compare the capacitance gain at 20 nm and the remanent polarization at 35 nm with the simulated states. The stray-field coefficient of a polarization ripple is compared with a finite-volume Poisson solution, and the leakage growth time with an eigenvalue calculation. With an assumed gradient length of 0.5 nm, the ripple lowers the upper bound on uniform stability to 24.4 nm or 15.7 nm, for in-plane permittivities of 1 and 20. The output also sizes oxide breakdown, tunnelling and the temperature shift, using rough parameters that are printed with the results.

## Numerical verification

```python
# Result under test: a uniform ferroelectric film (thickness t) in series with
# an oxide (thickness d, relative permittivity kappa) has no hysteresis when
#     t <= t_max = (d/kappa) * (1/(eps0*|alpha|) - 1).
# Film law: E = alpha*P + beta*P^3, alpha < 0 < beta; displacement eps0*E + P.
# P: polarization, E: film field, V: applied voltage, sigma: plate charge/area.
# All internal quantities are in SI units.
import numpy as np
from scipy import constants as sc
from scipy.integrate import quad
from scipy.linalg import solve_banded
from scipy.optimize import brentq

eps0 = sc.epsilon_0
nm = 1e-9
alpha = -1e9
d = 1 * nm
kappa = 3.9
P0 = 0.20                       # spontaneous polarization, C/m^2
beta = -alpha / P0**2
a = abs(alpha)
MVcm = 1e8                      # V/m in one MV/cm
uC = 1e-2                       # C/m^2 in one uC/cm^2


def fields(P, V, t, q=0.0):
    """Film and oxide fields from the voltage loop and Gauss law."""
    matrix = np.array([[t, d], [-eps0, eps0 * kappa]])
    return np.linalg.solve(matrix, np.array([V, P + q]))


def settle(P, V, t):
    """End point of overdamped motion of P at fixed V."""
    e_V = fields(0.0, 1.0, t)[0]
    e_P = fields(1.0, 0.0, t)[0]
    force = e_V * V + (e_P - alpha) * P - beta * P**3
    r = np.roots([beta, 0.0, alpha - e_P, -e_V * V])
    r = r[np.abs(r.imag) < 1e-12].real
    if force > 0 and np.any(r > P):
        return r[r > P].min()
    if force < 0 and np.any(r < P):
        return r[r < P].max()
    return r[np.argmin(np.abs(r - P))]


def loop_opening(t):
    """Largest difference of P between upward and downward sweeps."""
    volts = np.arange(-20, 21) * 0.1
    up, down = [], []
    P = -1.0
    for V in volts:
        P = settle(P, V, t)
        up.append(P)
    P = 1.0
    for V in volts[::-1]:
        P = settle(P, V, t)
        down.append(P)
    difference = np.array(down[::-1]) - np.array(up)
    return np.max(np.abs(difference)), difference[20]


# ---- thickness limit: formula against simulated onset of hysteresis
def limit(alpha_abs):
    return d / kappa * (1 / (eps0 * alpha_abs) - 1)


t_max = limit(a)
t_simple = d / (kappa * eps0 * a)
low, high = 10 * nm, 40 * nm
assert loop_opening(low)[0] < 1e-8 and loop_opening(high)[0] > 1e-2
for _ in range(35):
    middle = 0.5 * (low + high)
    if loop_opening(middle)[0] > 1e-5:
        high = middle
    else:
        low = middle
t_onset = 0.5 * (low + high)
assert abs(t_onset / t_max - 1) < 1e-5

# ---- the same limit evaluated in atomic units
bohr = sc.physical_constants["Bohr radius"][0]
hartree = sc.physical_constants["Hartree energy"][0]
alpha_au = alpha * (sc.e / bohr**2) / (hartree / (sc.e * bohr))
t_au = (d / bohr) / kappa * (4 * np.pi / abs(alpha_au) - 1)
assert abs(t_au * bohr / t_max - 1) < 1e-7

# ---- coercive field of the bare film
E_c = 2 * a * P0 / (3 * np.sqrt(3))
grid = np.linspace(-P0, 0, 20001)
assert abs(np.max(alpha * grid + beta * grid**3) / E_c - 1) < 1e-6

# ---- capacitance gain below the limit
t_thin = 20 * nm
C_ox = eps0 * kappa / d
gain = 1 / (1 - t_thin / t_max)
V_small = 1e-3
P_small = settle(0.0, V_small, t_thin)
sigma_small = eps0 * kappa * fields(P_small, V_small, t_thin)[1]
assert abs(sigma_small / V_small / (C_ox * gain) - 1) < 1e-4

# ---- remanence above the limit
t_thick = 35 * nm
N_thick = d / (eps0 * (kappa * t_thick + d))
P_rem = P0 * np.sqrt(1 - N_thick / a)
assert abs(loop_opening(t_thick)[1] / (2 * P_rem) - 1) < 1e-6
E_ox_rem = fields(P_rem, 0.0, t_thick)[1]

# ---- oxide breakdown
E_bd = 10 * MVcm
sigma_bd = eps0 * kappa * E_bd
P_bd = brentq(lambda P: P + eps0 * (alpha * P + beta * P**3) - sigma_bd, 0, P0)
V_bd = t_thin * (alpha * P_bd + beta * P_bd**3) + d * E_bd


# ---- domains: ripple P*cos(k*x), uniform through the film
def ripple_N(k, t, eps_x):
    """Depolarizing coefficient: interface potential per charge, over t."""
    root = np.sqrt(eps_x)
    stiffness = kappa / np.tanh(k * d) + root / np.tanh(k * t * root)
    return 1 / (eps0 * k * stiffness * t)


def poisson_N(k, t, eps_x):
    """Same coefficient from a finite-volume Poisson solution."""
    h = 0.02 * nm
    n_film, n_ox = round(t / h), round(d / h)
    n = n_film + n_ox
    cell_z = np.where(np.arange(n) < n_film, 1.0, kappa)
    cell_x = np.where(np.arange(n) < n_film, eps_x, kappa)
    diagonal = (cell_z[:-1] + cell_z[1:]) / h
    diagonal = diagonal + k**2 * h * (cell_x[:-1] + cell_x[1:]) / 2
    band = np.zeros((3, n - 1))
    band[1] = diagonal
    band[0, 1:] = -cell_z[1:-1] / h
    band[2, :-1] = -cell_z[1:-1] / h
    source = np.zeros(n - 1)
    source[n_film - 1] = 1 / eps0
    return solve_banded((1, 1), band, source)[n_film - 1] / t


for k_test in (0.1 / nm, 0.8 / nm):
    for eps_x in (1.0, 20.0):
        ratio = poisson_N(k_test, t_thin, eps_x) / ripple_N(k_test, t_thin, eps_x)
        assert abs(ratio - 1) < 3e-3    # grid error of second order

k_grid = np.geomspace(1e-3, 10, 4000) / nm


def domain_limit(xi, eps_x):
    def stiffness(t):
        return alpha + a * xi**2 * k_grid**2 + ripple_N(k_grid, t, eps_x)
    t = brentq(lambda s: stiffness(s).min(), 1 * nm, 40 * nm)
    return t, 2 * np.pi / k_grid[np.argmin(stiffness(t))]


def critical_xi(eps_x):
    return np.sqrt((kappa * d + eps_x * t_max) / 3 / (kappa / d + 1 / t_max))


xi = 0.5 * nm
t_dom1, period1 = domain_limit(xi, 1.0)
t_dom20, period20 = domain_limit(xi, 20.0)
for eps_x in (1.0, 20.0):
    assert abs(domain_limit(1.2 * critical_xi(eps_x), eps_x)[0] / t_max - 1) < 1e-4
    assert domain_limit(0.5 * critical_xi(eps_x), eps_x)[0] < 0.998 * t_max
assert t_dom20 < t_dom1 < t_max

# ---- tunnelling through the oxide between metal-like states
barrier_eV, mass_ratio = 3.1, 0.5
decay = np.sqrt(2 * mass_ratio * sc.m_e * barrier_eV * sc.e) / sc.hbar
transmission = np.exp(-2 * decay * d)
integral = quad(lambda u: u * np.exp(-2 * (np.hypot(decay * d, u) - decay * d)),
                0, 40, epsabs=0, epsrel=1e-9, limit=200)[0]
G = 2 * sc.e**2 / sc.h * transmission * integral / (2 * np.pi * d**2)
G_closed = (2 * sc.e**2 / sc.h * transmission
            * (decay / (2 * d) + 1 / (4 * d**2)) / (2 * np.pi))
assert abs(G / G_closed - 1) < 1e-6

# Leaked interface charge q: growth time when P follows q at once.
K = eps0 * (kappa * t_thin / d + 1)
growth_time = (1 - K * a) / (G * t_thin * a)
friction = 1e-5                 # small, so that P responds fast


def growth_rates(conductance):
    columns = []
    for P, q in ((1.0, 0.0), (0.0, 1.0)):
        E, E_ox = fields(P, 0.0, t_thin, q)
        columns.append([(E - alpha * P) / friction, -conductance * d * E_ox])
    return np.linalg.eigvals(np.array(columns).T).real


assert abs(growth_rates(G).max() * growth_time - 1) < 0.02
assert growth_rates(0.0).max() < 1e-3 / growth_time

# ---- temperature: alpha proportional to T - T_c, given value at 300 K
T_c = 700.0


def limit_at(T):
    return limit(a * (T_c - T) / (T_c - 300.0))


assert limit_at(233.0) < t_max < limit_at(358.0)

print(f"Landau coefficient alpha: {alpha:.3e} m/F")
print(f"alpha in atomic units: {alpha_au:.5f}")
print(f"Oxide thickness: {d/nm:.2f} nm")
print(f"Oxide relative permittivity: {kappa:.2f}")
print(f"Vacuum permittivity: {eps0:.5e} F/m")
print(f"Limit, charge taken equal to P: {t_simple/nm:.2f} nm")
print(f"Vacuum-displacement correction: {(t_simple-t_max)/nm:.3f} nm")
print(f"Limit t_max, full formula: {t_max/nm:.2f} nm")
print(f"Limit t_max, converted: {t_max/1e-10:.1f} angstrom")
print(f"Onset found by voltage sweeps: {t_onset/nm:.2f} nm")
print(f"Limit if energy is alpha*P^2: {limit(2*a)/nm:.2f} nm")
print(f"Spontaneous polarization P0: {P0/uC:.1f} uC/cm2")
print(f"beta: {beta:.3e} m^5/(F C^2)")
print(f"Coercive field of bare film: {E_c/MVcm:.3f} MV/cm")
print(f"Oxide capacitance: {C_ox*100:.3f} uF/cm2")
print(f"Thin film thickness: {t_thin/nm:.1f} nm")
print(f"Capacitance gain, thin film: {gain:.3f}")
print(f"Stack capacitance, thin film: {C_ox*gain*100:.2f} uF/cm2")
print(f"Thick film thickness: {t_thick/nm:.1f} nm")
print(f"N/|alpha|, thick film: {N_thick/a:.4f}")
print(f"Remanent P, thick film: {P_rem/uC:.2f} uC/cm2")
print(f"Oxide field in that state: {E_ox_rem/MVcm:.1f} MV/cm")
print(f"Assumed oxide strength: {E_bd/MVcm:.1f} MV/cm")
print(f"Plate charge at that strength: {sigma_bd/uC:.2f} uC/cm2")
print(f"Oxide voltage at that strength: {E_bd*d:.2f} V")
print(f"Applied voltage then, thin film: {V_bd:.3f} V")
print(f"Assumed gradient length xi: {xi/nm:.2f} nm")
print(f"Domain bound, in-plane eps 1: {t_dom1/nm:.1f} nm")
print(f"Ripple period, in-plane eps 1: {period1/nm:.1f} nm")
print(f"Domain bound, in-plane eps 20: {t_dom20/nm:.1f} nm")
print(f"Ripple period, in-plane eps 20: {period20/nm:.1f} nm")
print(f"Critical xi, in-plane eps 1: {critical_xi(1.0)/nm:.2f} nm")
print(f"Critical xi, in-plane eps 20: {critical_xi(20.0)/nm:.2f} nm")
print(f"Assumed tunnel barrier: {barrier_eV:.1f} eV")
print(f"Assumed tunnel mass: {mass_ratio:.2f} electron masses")
print(f"Tunnel decay constant: {decay*nm:.2f} 1/nm")
print(f"Tunnel factor at normal incidence: {transmission:.2e}")
print(f"Low-bias tunnel conductance: {G*1e-4:.2e} S/cm2")
print(f"Leakage growth time, thin film: {growth_time*1e9:.3f} ns")
print(f"Assumed Curie temperature: {T_c:.0f} K")
print(f"Limit at 233 K: {limit_at(233.0)/nm:.1f} nm")
print(f"Limit at 358 K: {limit_at(358.0)/nm:.1f} nm")
print("ALL CHECKS PASSED")
```

Printed output:

```
Landau coefficient alpha: -1.000e+09 m/F
alpha in atomic units: -0.11127
Oxide thickness: 1.00 nm
Oxide relative permittivity: 3.90
Vacuum permittivity: 8.85419e-12 F/m
Limit, charge taken equal to P: 28.96 nm
Vacuum-displacement correction: 0.256 nm
Limit t_max, full formula: 28.70 nm
Limit t_max, converted: 287.0 angstrom
Onset found by voltage sweeps: 28.70 nm
Limit if energy is alpha*P^2: 14.22 nm
Spontaneous polarization P0: 20.0 uC/cm2
beta: 2.500e+10 m^5/(F C^2)
Coercive field of bare film: 0.770 MV/cm
Oxide capacitance: 3.453 uF/cm2
Thin film thickness: 20.0 nm
Capacitance gain, thin film: 3.298
Stack capacitance, thin film: 11.39 uF/cm2
Thick film thickness: 35.0 nm
N/|alpha|, thick film: 0.8214
Remanent P, thick film: 8.45 uC/cm2
Oxide field in that state: 24.3 MV/cm
Assumed oxide strength: 10.0 MV/cm
Plate charge at that strength: 3.45 uC/cm2
Oxide voltage at that strength: 1.00 V
Applied voltage then, thin film: 0.325 V
Assumed gradient length xi: 0.50 nm
Domain bound, in-plane eps 1: 24.4 nm
Ripple period, in-plane eps 1: 7.2 nm
Domain bound, in-plane eps 20: 15.7 nm
Ripple period, in-plane eps 20: 6.1 nm
Critical xi, in-plane eps 1: 1.66 nm
Critical xi, in-plane eps 20: 7.00 nm
Assumed tunnel barrier: 3.1 eV
Assumed tunnel mass: 0.50 electron masses
Tunnel decay constant: 6.38 1/nm
Tunnel factor at normal incidence: 2.88e-06
Low-bias tunnel conductance: 1.22e+04 S/cm2
Leakage growth time, thin film: 0.123 ns
Assumed Curie temperature: 700 K
Limit at 233 K: 24.5 nm
Limit at 358 K: 33.6 nm
ALL CHECKS PASSED
```
